Eliminating the valence component of a massive Dirac electron in two dimensions

## First half: from two components to one

In some two-dimensional semiconductors, monolayer MoS₂ among them, the direct gap lies at the corners of a hexagonal Brillouin zone. Near such a corner, electrons of one spin can be described approximately by two coupled envelope functions, one for the conduction band and one for the valence band. The model Hamiltonian in valley τ = +1 or τ = −1 is

H = v(τσ_x p_x + σ_y p_y) + (E_g/2)σ_z + V(x,y).

Here v is the band velocity, p = −iħ∇ is the in-plane momentum, and σ_x, σ_y, σ_z are the Pauli matrices acting on the pair (φ, χ), with φ the conduction and χ the valence component. E_g is the full gap between the band edges. The potential V is real, and it is scalar: both components feel the same V. There is no magnetic field, and one electron is considered at a time.

A device calculation would rather use one envelope function with an effective mass. The problem is to find which Hamiltonian that single function obeys, including the first corrections beyond the effective mass.

(a) Measure the energy from the conduction-band edge and eliminate χ without approximation. When is this permitted?

Solution. The Pauli matrices are

σ_x = [[0, 1], [1, 0]], σ_y = [[0, −i], [i, 0]], σ_z = [[1, 0], [0, −1]].

The two rows of H(φ, χ) = E(φ, χ) are therefore

(E_g/2 + V)φ + v(τp_x − ip_y)χ = Eφ,
v(τp_x + ip_y)φ + (−E_g/2 + V)χ = Eχ.

Define π = p_x + iτp_y, with adjoint π† = p_x − iτp_y. Since τ² = 1,

τπ = τp_x + iτ²p_y = τp_x + ip_y,
τπ† = τp_x − ip_y.

These are the two off-diagonal operators. Write E = E_g/2 + ε, so that ε = 0 is the conduction edge where V = 0. The rows become

(ε − V)φ = τvπ†χ,
(E_g + ε − V)χ = τvπφ.

The factor E_g + ε − V is an ordinary function of position. If it vanishes nowhere, the second row can be divided by it:

χ = τv(E_g + ε − V)⁻¹πφ.

Insertion in the first row, again with τ² = 1, gives

(ε − V)φ = v²π†(E_g + ε − V)⁻¹πφ.

No approximation has been made. The condition E_g + ε − V > 0 says that the electron's energy lies above the local valence edge, which sits at −E_g + V on this scale. If a potential hill lifts the valence edge up to ε, the division fails at the crossing. Physically, valence states of the same energy are then available, and an electron in the conduction band can tunnel into them.

The equation is not yet a Schrödinger equation, because ε also appears inside the inverse on the right. In addition, φ alone is not normalized to one, since part of the electron is in χ.

(b) Let the potential and the envelope vary over a length ℓ. Identify the small parameter and expand the equation of part (a) to the first order beyond the effective-mass approximation.

Solution. The model contains one intrinsic length,

λ = ħv/E_g.

With p of order ħ/ℓ, the ratio of vp to the gap is of order

η = λ/ℓ,

which is assumed small. In the limit of a large gap the inverse in part (a) is 1/E_g, and the right side becomes

T = v²π†π/E_g.

Its size is η²E_g. The product of the momentum operators is

π†π = (p_x − iτp_y)(p_x + iτp_y)
= p_x² + iτ(p_xp_y − p_yp_x) + p_y² = p²,

because p_x and p_y commute in the absence of a magnetic field. Hence

T = v²p²/E_g = p²/(2m), with m = E_g/(2v²).

This is the effective-mass kinetic energy. In a state where potential and kinetic energy balance, ε − V is also of size η²E_g. This is the second assumption: |ε − V| ≪ E_g wherever the envelope is appreciable. It restricts the difference ε − V and not V itself, since adding a constant to V shifts ε by the same constant. The zero of V is chosen so that V and ε are each of size η²E_g.

The expansion of the inverse is

(E_g + ε − V)⁻¹ = 1/E_g − (ε − V)/E_g² + (ε − V)²/E_g³ − …

Placed between v²π† and π, the three terms have sizes η²E_g, η⁴E_g and η⁶E_g. Keeping the first two gives

(ε − V)φ = Tφ − (v²/E_g²)π†(ε − V)πφ.

Since ε is a number, it passes through π†:

π†(ε − V)π = επ†π − π†Vπ.

Define the dimensionless operator

S = v²π†π/E_g² = λ²p²/ħ²,

which is of size η². Then

(ε − V)φ = Tφ − εSφ + (v²/E_g²)π†Vπφ.

Collecting the terms that contain ε on the left,

ε(1 + S)φ = [V + T + (v²/E_g²)π†Vπ]φ.

The energy now appears linearly, but multiplied by 1 + S.

(c) Find an envelope ψ whose norm is that of the whole two-component state, and the Hamiltonian that acts on it. Check its potential-free part against the band energy of H.

Solution. The norm of the two-component state is ⟨φ|φ⟩ + ⟨χ|χ⟩. To leading order part (a) gives χ = τvπφ/E_g. For a state that vanishes at large distance, π can be moved to the other side of the integral as π†, so

⟨χ|χ⟩ = (v²/E_g²)⟨πφ|πφ⟩ = (v²/E_g²)⟨φ|π†π|φ⟩ = ⟨φ|S|φ⟩.

The total norm is therefore

⟨φ|φ⟩ + ⟨χ|χ⟩ = ⟨φ|(1 + S)|φ⟩.

The first neglected term in χ is smaller than the leading one by a factor (ε − V)/E_g, of size η². It changes the norm by a term of size η⁴, which can affect the Hamiltonian only at size η⁶E_g.

Because S is Hermitian and not negative, 1 + S has a positive square root. Define

ψ = (1 + S)^{1/2}φ.

Then ⟨ψ|ψ⟩ = ⟨φ|(1 + S)|φ⟩, which is the full norm. A further unitary operation on ψ would also preserve the norm and could change the appearance of the Hamiltonian, though not its energies. The choice made here is the plain positive root.

Insert φ = (1 + S)^{−1/2}ψ in the last equation of part (b) and multiply from the left by (1 + S)^{−1/2}. On the left side the three factors combine to one:

(1 + S)^{−1/2}(1 + S)(1 + S)^{−1/2} = 1.

So εψ = H_cψ, with

H_c = (1 + S)^{−1/2}[V + T + (v²/E_g²)π†Vπ](1 + S)^{−1/2}.

Now use (1 + S)^{−1/2} = 1 − S/2 + …, where the omitted terms are of size η⁴. Acting on V and T, of size η²E_g, the term −S/2 gives a contribution of size η⁴E_g from each side. Acting on π†Vπ, which is already of size η⁴E_g, it gives something negligible. Hence

H_c = V + T − ½(SV + VS) − ½(ST + TS) + (v²/E_g²)π†Vπ.

S and T are both multiples of p² and commute, so

½(ST + TS) = ST = (v²p²/E_g²)(v²p²/E_g) = v⁴p⁴/E_g³.

The terms that contain V can be grouped with their common factor:

(v²/E_g²)π†Vπ − ½(SV + VS) = (v²/E_g²)Q,

Q = π†Vπ − ½(π†πV + Vπ†π).

The Hamiltonian is then

H_c = T + V − v⁴p⁴/E_g³ + (v²/E_g²)Q.

For V = 0 it must reproduce the conduction band of H. The square of H without V is v²p² + E_g²/4, so the band energy measured from the edge is

ε(p) = √(E_g²/4 + v²p²) − E_g/2
= (E_g/2)[√(1 + 4v²p²/E_g²) − 1].

With √(1 + z) = 1 + z/2 − z²/8 + … and z = 4v²p²/E_g²,

ε(p) = (E_g/2)[2v²p²/E_g² − 2v⁴p⁴/E_g⁴ + …]
= v²p²/E_g − v⁴p⁴/E_g³ + …

Both terms agree. Since E_g = 2mv², the quartic term can also be written

v⁴p⁴/E_g³ = v⁴p⁴/(8m³v⁶) = p⁴/(8m³v²).

It lowers the energy because the Dirac band is flatter than a parabola at large momentum. The truncated expression p²/(2m) − p⁴/(8m³v²) falls without bound as p grows, which the true band does not. The quartic term may therefore be used as a first-order perturbation, but the truncated Hamiltonian must not be searched for its lowest state.

(d) Reduce Q to derivatives of V. Which terms are of the same order as the Laplacian?

Solution. Split each half of the subtracted terms so that V is moved past one operator at a time:

Q = ½π†(Vπ − πV) + ½(π†V − Vπ†)π
= −½π†[π, V] + ½[π†, V]π.

Multiplying out the first line gives ½π†Vπ twice, together with −½π†πV and −½Vπ†π, as required.

Write V_x for ∂V/∂x, and so on. From [p_x, V] = −iħV_x and [p_y, V] = −iħV_y,

[π, V] = −iħD, with D = V_x + iτV_y,
[π†, V] = −iħD*, with D* = V_x − iτV_y.

Therefore

Q = (iħ/2)(π†D − D*π).

In the first term π† still acts on D as well as on the envelope. Separate the two actions by π†D = Dπ† + [π†, D], where

[π†, D] = −iħ(∂_x − iτ∂_y)(V_x + iτV_y)
= −iħ(V_xx + iτV_xy − iτV_yx + τ²V_yy)
= −iħ(V_xx + V_yy) = −iħ∇²V.

The mixed derivatives cancel because V is smooth. This gives

Q = (iħ/2)(−iħ∇²V) + (iħ/2)(Dπ† − D*π)
= (ħ²/2)∇²V + (iħ/2)(Dπ† − D*π).

The remaining products are

Dπ† = V_xp_x + V_yp_y − iτ(V_xp_y − V_yp_x),
D*π = V_xp_x + V_yp_y + iτ(V_xp_y − V_yp_x).

Their difference is −2iτ(V_xp_y − V_yp_x). Multiplication by iħ/2 turns the factor −2iτ into +τħ:

Q = (ħ²/2)∇²V + τħ(∇V × p)_z,

(∇V × p)_z = V_xp_y − V_yp_x.

Both terms are Hermitian. For the second, moving the momenta to the left of the gradients would add a multiple of V_xy − V_yx, which is zero. A symbolic evaluation with an arbitrary function V and an arbitrary envelope confirmed this form of Q in both valleys.

The one-component Hamiltonian is

H_c = p²/(2m) + V − p⁴/(8m³v²) + (ħ²v²/2E_g²)∇²V + τ(ħv²/E_g²)(∇V × p)_z,

with an error of size η⁶E_g. The Laplacian term has the form of the Darwin term of the relativistic electron. Its coefficient is ħ²v² divided by twice the square of the full gap. In terms of the half gap Δ = E_g/2 the same coefficient reads ħ²v²/(8Δ²), so the meaning of "gap" must be fixed before a number is inserted.

The Darwin-like term is not the sole correction at its order. The quartic kinetic term has the same size η⁴E_g, and so does the last term, which couples the valley index to the orbital motion. In a potential that depends only on the radius r, V_x = V′x/r and V_y = V′y/r. Then

(∇V × p)_z = (V′/r)(xp_y − yp_x) = (V′/r)L_z,

so the valley-orbit term vanishes for a state without angular momentum. The Laplacian and the quartic term remain.

The Laplacian here is the in-plane one, ∂²/∂x² + ∂²/∂y². For an electrostatic potential in a charge-free region the three-dimensional Laplacian is zero, and the in-plane one equals −∂²V/∂z². A charge lying outside the channel can therefore produce a Darwin-like shift in the channel, although no charge sits where the electron is.

## Second half: meaning, size and limits

The symbols carried over are these. The full gap is E_g, the velocity is v, λ = ħv/E_g, m = E_g/(2v²), S = λ²p²/ħ², and τ = ±1 labels the valley. With k = p/ħ and C = ħ²/(2m) = λ²E_g, the normalized envelope ψ obeys

H_c = Ck² + V − C²k⁴/E_g + (λ²/2)∇²V + τλ²(∇V × k)_z,

for potentials smooth on the scale λ and for |ε − V| ≪ E_g. The unnormalized conduction component is φ = (1 + S)^{−1/2}ψ.

(e) Suppose the energy is removed from the equation for φ, but φ is treated as if it were the whole wave function. What Hamiltonian results, and does it give different energies?

Solution. From ψ = (1 + S)^{1/2}φ and H_cψ = εψ, the operator acting on φ is

H_φ = (1 + S)^{−1/2}H_c(1 + S)^{1/2}.

To the order kept, this is

H_φ = (1 − S/2)H_c(1 + S/2) = H_c + ½(H_cS − SH_c).

The kinetic part of H_c commutes with S, so only V contributes at this order:

H_φ = H_c − ½[S, V] = H_c − (λ²/2ħ²)[p², V].

The commutator is

[p², V] = p·[p, V] + [p, V]·p
= −iħ(p·∇V + ∇V·p)
= −iħ(−iħ∇²V + 2∇V·p)
= −ħ²∇²V − 2iħ∇V·p.

Therefore

H_φ = H_c + (λ²/2)∇²V + (iλ²/ħ)∇V·p.

The Laplacian now has the coefficient λ², twice the earlier value, and it is accompanied by a gradient term that is not Hermitian. The two operators are related by a similarity transformation, so their energies agree to the order kept. The doubled coefficient is harmless if the gradient term is retained and wrong if that term is dropped.

For a bound state with a real envelope the compensation can be seen directly. Since p = −iħ∇, the gradient term is λ²∇V·∇, and integration by parts gives

λ²∫ψ∇V·∇ψ d²r = (λ²/2)∫∇V·∇(ψ²) d²r = −(λ²/2)∫ψ²∇²V d²r.

This removes half of λ²⟨∇²V⟩. The other half is the Darwin shift found with the normalized envelope.

(f) Obtain the two potential corrections again from the Bloch spinors of the conduction band. What do they measure?

Solution. For V = 0 and small k, the lower component of the spinor is τvħ(k_x + iτk_y)/E_g times the upper one. With normalization to second order,

u_k = (1 − λ²k²/2)(1, λ(τk_x + ik_y)).

A potential that scatters k into k′ has the matrix element V(q)⟨u_k′|u_k⟩, where q = k′ − k and V(q) is the Fourier component of V. The overlap is

⟨u_k′|u_k⟩ = 1 − λ²(k² + k′²)/2 + λ²(τk′_x − ik′_y)(τk_x + ik_y).

The last product is

k′·k + iτ(k′_xk_y − k′_yk_x).

Since k² + k′² − 2k′·k = q², the overlap becomes

⟨u_k′|u_k⟩ = 1 − λ²q²/2 + iτλ²(k′ × k)_z.

In the cross product k′ may be replaced by q, because k × k = 0. In position space −q²V(q) corresponds to ∇²V, and iqV(q) to ∇V. The overlap thus turns V into

V + (λ²/2)∇²V + τλ²(∇V × k)_z,

which are the potential terms of H_c. Virtual transitions to the valence band and back contribute at second order. Their matrix element is of size λ|∇V|, so their energy is about λ²|∇V|²/E_g, of size η⁶E_g, and is consistently neglected.

The Darwin-like term therefore expresses a loss of overlap. When the potential changes the momentum of the electron, it also requires a change in the mixture of conduction and valence character. A scalar potential cannot supply that change, so its effect is reduced.

The same numbers have geometric names. At k = 0 the derivatives of the spinor are

∂u/∂k_x = (0, τλ), ∂u/∂k_y = (0, iλ),

and both are orthogonal to u = (1, 0). The quantum metric, which measures how fast the spinor changes with k, has g_xx = g_yy = λ² and g_xy = Re(iτλ²) = 0. The Darwin-like term is half the metric contracted with the second derivatives of V. The Berry curvature is

Ω = −2 Im⟨∂u/∂k_x|∂u/∂k_y⟩ = −2τλ²,

and the valley-orbit term equals −½Ω(∇V × k)_z.

(g) Evaluate the first-order shift of the ground state in a harmonic well V = ½Kr².

Solution. Try ψ proportional to exp(−βr²/2). In two dimensions

∇²ψ = (β²r² − 2β)ψ,

so that

(−C∇² + ½Kr²)ψ = 2Cβψ + (½K − Cβ²)r²ψ.

The function is an eigenstate if K = 2Cβ². Its momentum distribution is proportional to exp(−k²/β), which gives ⟨k²⟩ = β and ⟨k⁴⟩ = 2β². The quartic term contributes

−C²⟨k⁴⟩/E_g = −2C²β²/E_g.

The Laplacian of V is 2K, and λ² = C/E_g, so the Darwin-like term contributes

(λ²/2)(2K) = CK/E_g = +2C²β²/E_g.

The valley-orbit term is zero because the state has no angular momentum. The sum vanishes: at this order the harmonic ground level does not move. The well is meant here as the bottom of a potential that levels off farther out. If V rose as r² without limit, the valence edge would cross ε at some radius, the condition of part (a) would fail there, and the two-component equation would have no strictly bound state. Keeping the quartic term alone would predict a shift that is absent, so the two corrections have to be used together.

(h) A monolayer channel has E_g = 1.7 eV and ħv = 0.35 eV nm, rough values for monolayer MoS₂. A smooth well

V = −V₀exp(−r²/2a²), V₀ = 150 meV, a = 2.0 nm,

serves as a simple illustration of the attraction of a charge in the nearby oxide; it is not fitted to one. Find the corrections to the lowest level and compare them with the two-component equation.

Solution. The model constants are

λ = 0.35/1.7 = 0.206 nm,
C = 0.35²/1.7 = 0.0721 eV nm²,
λ²/2 = 0.0212 nm².

The mass is 0.53 of the free-electron mass, and λ/a = 0.10. For the Gaussian,

V′/r = (V₀/a²)exp(−r²/2a²),
∇²V = V″ + V′/r = (V₀/a²)(2 − r²/a²)exp(−r²/2a²).

At the centre the Laplacian is 2 × 150/4 = 75 meV/nm², and the Darwin-like term is 0.0212 × 75 = 1.59 meV. It is repulsive there and changes sign at r = √2 a, so the average over the state is smaller.

The one-band equation with Ck² + V gives a lowest level at −85.777 meV. In that state ⟨k⁴⟩ = 0.3168 nm⁻⁴ and ⟨∇²V⟩ = 42.89 meV/nm². The first-order shifts are

quartic term: −0.0721² × 0.3168/1.7 eV = −0.968 meV,
Darwin-like term: 0.0212 × 42.89 meV = +0.909 meV.

The second is 3.34 × 10⁻⁵ hartree. The sum is −0.059 meV. This near cancellation is what part (g) gives for a harmonic well; the Gaussian is not harmonic, and the cancellation is not complete. The corrected level is −85.835 meV.

For comparison, the two-component equation was diagonalized without eliminating χ, in a disc of radius 24 nm with 60 Bessel functions for the conduction component. Its level is −85.834 meV, which is 0.0014 meV above the corrected value. This difference between the two-component level and the corrected level is called the remainder below. Enlarging the basis or the disc moved it by about 10⁻¹² meV. The valence component carries 1.60% of the norm, against 1.61% from λ²⟨k²⟩.

One level could agree by accident, so the gap was doubled repeatedly, up to sixteen times its value, with the mass and the well held fixed. Then λ² = C/E_g, the corrections should fall as 1/E_g, and the remainder should fall as 1/E_g². In the last doubling the remainder fell by a factor 4.00. With the Darwin-like term left out it fell by 2.00. The coefficient of λ²⟨∇²V⟩ extracted from the two-component levels and extrapolated to a large gap is 0.5000.

The states with angular momentum l = ±1 show the valley-orbit term. Its first-order energy is τλ²l⟨V′/r⟩, so in valley τ = +1 the level l = +1 should lie above l = −1 by 2λ²⟨V′/r⟩ = 1.58 meV. The two-component equation gives 1.48 meV, which is 6% below the first-order value. In the other valley the order is reversed. A deviation of several per cent is plausible for the next order, since V₀/E_g is 0.09. The remainder of the lowest level is much smaller than such an estimate, and no reason for that is derived here.

(i) When does the expansion fail, and how does the shift compare with what the model omits in a real channel?

Solution. The first condition is smoothness on the scale λ. If the width is halved to 1.0 nm and the depth raised to 600 meV, with the gap and velocity held fixed, the one-band problem keeps its shape and its energies grow by four. The Darwin-like shift grows by sixteen, to 14.5 meV, as η⁴ requires. The remainder grows from 0.0014 to 0.094 meV, close to the factor 64 expected from η⁶. For a point charge lying in the plane, V varies as 1/r and its in-plane Laplacian as 1/r³. The average of 1/r³ diverges in two dimensions if ψ is finite at the origin, so the expansion cannot be used there.

The second condition is that no valence states are reached. The example satisfies it, because the well is much shallower than the gap. If its steepest field, F = 0.455 MV/cm, extended uniformly far enough to align the bands, the decay constant inside the gap would be κ = √(E_g²/4 − e²F²x²)/(ħv). Integrated between the turning points, this gives a tunnelling probability of about exp(−2∫κ dx) = exp(−πE_g²/(4ħveF)), with an exponent of 143.

In real MoS₂ the conduction mass is roughly half the free-electron mass, close to the model. The gap is less certain: 1.7 eV is typical of simple density-functional bands, while the gap for adding an electron or a hole is larger, and at fixed v the prefactor falls as 1/E_g². The well is a chosen shape, and a real oxide charge has a longer tail. For an unscreened point charge at a distance d from the channel, with V proportional to −1/√(r² + d²), the same central depth of 150 meV and an effective dielectric constant between 2.45 and 6, the Darwin-like shift is only about 0.2 to 0.6 meV. The two bands are also not exact mirror images, as the model assumes. If this changes the inverse conduction mass by 10%, a rough figure, the kinetic energy changes by the same fraction and the lowest level moves by 2.7 meV, three times the Darwin-like shift. A gap larger by 0.15 eV for the other spin, roughly the valence spin splitting, moves it by −2.3 meV at fixed v.

Other omissions are sized with equally rough inputs. If the potential felt by the conduction component alone is changed by 1%, the level moves by about 1.1 meV; the same change for the valence component matters far less, because that component carries only 1.6% of the norm. A remote band 3 eV away with the same coupling velocity would, with the mass fitted again, add a Darwin-like shift of about 0.3 meV. Its addition to the quartic term nearly cancels this, so the level itself changes by only a few hundredths of a meV. Its effect on the mass is much larger: unless the mass is fitted again, the level moves by roughly −20 meV for a remote band above the conduction edge and +13 meV for one below. The lattice correction of a nearest-neighbour honeycomb model is about −0.2 meV: −0.14 meV from the isotropic k⁴ term, and about −0.06 meV from the trigonal warping of the band, which acts in second order. Scattering to the other valley is suppressed by a Fourier factor of 10⁻¹⁵³ for this Gaussian, a figure that does not apply to an atomic defect. At 10¹² electrons per cm² the zero-temperature Fermi energy, with fourfold degeneracy, is 2.3 meV (this count ignores the conduction spin splitting of a few meV in MoS₂), and the screening by these carriers, which would change the well, is not included. The thermal energy at 300 K is 26 meV.

The shift of 0.9 meV is thus well defined within the two-band model, but it is not a prediction for a measured level. In the lowest level of this well it is nearly cancelled by the quartic term, so that the plain effective-mass equation already lies within 0.06 meV of the two-band result. A calculation that includes the quartic term must include the Darwin-like term as well, and for states with angular momentum also the valley-orbit term. The values of part (h) and most of those in part (i) are in the numerical output; the point-charge range, the remote-band mass shifts and the trigonal-warping term are separate estimates.

Values computed for the example and the checks

```
gap Eg = 1.70 eV, hbar v = 0.35 eV nm (rough)
well depth = 150 meV, width a = 2.0 nm
band mass m/m0 = 0.529
hbar^2/2m = 0.07206 eV nm^2
length lam = 0.2059 nm, lam/a = 0.1029
Darwin prefactor lam^2/2 = 0.02119 nm^2
Laplacian at centre = 75.00 meV/nm^2
Darwin term at centre = 1.5895 meV
l=0: <k^2> = 0.3792 nm^-2, <k^4> = 0.3168 nm^-4
l=0: <Laplacian V> = 42.888 meV/nm^2
l=0 one-band level = -85.7767 meV
l=0 p^4 shift = -0.9676 meV
l=0 Darwin shift = 0.9090 meV = 3.340e-05 hartree
l=0 corrected level = -85.8353 meV
l=0 two-band level = -85.8340 meV
l=0 remainder = 0.0014 meV
valence weight: two-band 0.01600, lam^2<k^2> 0.01607
unnormalized: Laplacian part 1.8179 meV, gradient part -0.9090 meV
gap factor (fixed mass); remainder with, without Darwin (ueV)
   1      1.3865    910.3525
   2      0.3438    454.8268
   4      0.0856    227.3271
   8      0.0214    113.6421
  16      0.0053     56.8157
last ratio with Darwin = 4.004, without = 2.000
Darwin coefficient at large gap = 0.50000
valley-orbit coefficient at large gap = 0.99997
l=1 one-band level = -32.6285 meV
E(l=1)-E(l=-1): tau=+1 1.4792 meV, tau=-1 -1.4792 meV
first-order splitting, tau=+1 = 1.5818 meV
metric g_xx = 0.04239 nm^2, g_yy = 0.04239 nm^2
Berry curvature: tau=+1 -0.08477, tau=-1 0.08477 nm^2
shift, basis 60 to 90 = 1.3e-12 meV
shift, disc radius 24 to 32 nm = 1.8e-12 meV
narrow well: depth 600 meV, width 1.0 nm
  Darwin shift 14.543 meV, remainder 0.094 meV
neglected effects on l=0 level (rough inputs):
  mass asymmetry 10%: 2.733 meV
  gap larger by 0.15 eV (other spin): -2.270 meV
  remote band at 3.0 eV, same v: 0.292 meV
  honeycomb lattice, constant 0.316 nm: -0.142 meV
  V differing by 1% between bands: 1.131 meV
  log10 of intervalley Fourier factor = -153
  largest field = 0.455 MV/cm, tunnelling exponent = 143
  Fermi energy at 1e+12 cm^-2 = 2.26 meV
  thermal energy at 300 K = 25.85 meV
```
